# How far does a dopant spread during a 100 ns laser melt?

**Question**

I am trying to estimate how far a dopant spreads while a laser pulse keeps the surface of a semiconductor molten. The liquid diffusivity I was given is \(D=2\times10^{-4}\) cm²/s, and the surface stays liquid for \(t=100\) ns. I need the standard deviation of the depth profile that grows out of a thin doped sheet.

I have met both \(\sqrt{Dt}\) and \(2\sqrt{Dt}\) under the name "diffusion length". They give about 45 nm and 89 nm, and I cannot tell which of them, if either, is the standard deviation.

My actual layer is also not an ideal sheet in an endless liquid. It is centred 30 nm below the surface with a Gaussian width of about 10 nm. The melt front goes down to 200 nm in 20 ns and comes back in 80 ns. Does the simple estimate survive that?

**Answer**

Neither length is the standard deviation. The factor that belongs under the root follows from the diffusion equation, and the same calculation shows what your surface and your melt front change.

**The variance law**

Let \(c(x,t)\) be the dopant concentration and \(x\) the depth. Assume for now that \(D\) is constant, the liquid does not flow, and there is no wall within reach of the dopant. Fick's law gives the flux \(J=-D\,\partial c/\partial x\). Conservation of dopant requires \(\partial c/\partial t=-\partial J/\partial x\), so

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2}.
\]

Write \(N=\int c\,dx\) for the dose per unit area. Primes denote derivatives with respect to \(x\), and square brackets denote differences between the two ends. Multiply the equation by 1, \(x\) and \(x^2\) in turn, and integrate by parts:

\[
\frac{dN}{dt}=D[c']=0,
\]

\[
\frac{d}{dt}\int xc\,dx=D[xc']-D\int c'\,dx=D[xc']-D[c]=0,
\]

\[
\frac{d}{dt}\int x^2c\,dx=D[x^2c']-2D\int xc'\,dx
=D[x^2c']-2D[xc]+2D\int c\,dx=2DN.
\]

The bracketed terms vanish because the profile dies away at both ends. The dose and the mean depth are therefore constant, while the mean of \(x^2\) grows at the rate \(2D\). The variance is the mean of \(x^2\) minus the square of the mean, so

\[
\sigma^2(t)=\sigma^2(0)+2Dt .
\]

No particular shape was assumed. As a numerical test, take two separate rectangular blocks of dopant. One is 30 nm wide with relative concentration 3, the other is 40 nm wide with relative concentration 1, and the gap between them is 50 nm. Solving the diffusion equation for your \(D\) and \(t\) raises the standard deviation from 40.40 to 75.05 nm. The gain in variance is 4000 nm², which is the value of \(2Dt\) found below.

**The thin sheet**

A sheet has zero initial variance, so \(\sigma=\sqrt{2Dt}\). Its full profile, with \(x\) measured from the sheet, is

\[
c(x,t)=\frac{N}{\sqrt{4\pi Dt}}\,e^{-x^2/(4Dt)} .
\]

To verify this, differentiate:

\[
\frac{\partial c}{\partial t}=c\left(-\frac{1}{2t}+\frac{x^2}{4Dt^2}\right),\qquad
\frac{\partial^2c}{\partial x^2}=c\left(-\frac{1}{2Dt}+\frac{x^2}{4D^2t^2}\right).
\]

Multiplying the second expression by \(D\) gives the first. A Gaussian of standard deviation \(\sigma\) has the exponent \(-x^2/(2\sigma^2)\). Matching it to \(-x^2/(4Dt)\) gives \(\sigma^2=2Dt\) again.

Now the numbers. Since 1 cm² is \(10^{14}\) nm² and 1 s is \(10^9\) ns, the diffusivity is \(D=20\) nm²/ns. Then

\[
2Dt=2\times20\times100=4000\ \text{nm}^2,\qquad
\sigma=\sqrt{4000}\ \text{nm}\approx63\ \text{nm}.
\]

Your two lengths mark other points on the same curve. At a distance \(\sqrt{Dt}\) from the centre the concentration is \(e^{-1/4}\) of the peak, and at \(2\sqrt{Dt}\) it is \(e^{-1}\) of the peak. The full width at half maximum follows from \(e^{-x^2/(2\sigma^2)}=1/2\). This gives \(x=\sigma\sqrt{2\ln2}\) on each side, hence a full width of 149 nm. About 68% of the dose lies within \(\pm\sigma\).

None of these lengths is a junction depth. That is the depth at which \(c\) falls to the background doping, so it also depends on the dose and on the background.

Because \(\sigma\) varies as \(\sqrt D\), an error in \(D\) is softened. Halving \(D\) gives 45 nm, and doubling it gives 89 nm.

**What the free surface changes**

Put the surface at \(x=0\) and let no dopant leave, so that \(c'(0)=0\). The second moment about the surface now involves integrals from 0 to infinity. Its boundary terms \(D[x^2c']\) and \(-2D[xc]\) still vanish, because each contains a factor \(x\) that is zero at the surface. Hence

\[
\langle x^2\rangle_t=\langle x^2\rangle_0+2Dt .
\]

The mean depth is no longer constant. Its boundary term is \(-D[c]=+D\,c(0)\), which is positive, so the mean moves inward.

A sheet that starts at the surface shows the difference. Its profile is twice the Gaussian above, restricted to \(x>0\), with mean depth

\[
\langle x\rangle=\frac{2}{\sigma\sqrt{2\pi}}\int_0^\infty x\,e^{-x^2/(2\sigma^2)}dx
=\frac{2\sigma^2}{\sigma\sqrt{2\pi}}=\sigma\sqrt{\frac{2}{\pi}}\approx50\ \text{nm}.
\]

The spread about that mean is \(\sqrt{\sigma^2-\langle x\rangle^2}=\sigma\sqrt{1-2/\pi}\approx38\) nm. For a surface source, then, 63 nm is the root-mean-square (rms) depth, and the standard deviation about the mean is smaller.

**Your buried layer in a deep melt**

Let the layer have centre \(d=30\) nm and width parameter \(s_0=10\) nm. The reflecting surface can be replaced by a mirror image of the layer at \(-d\):

\[
c=\frac{N}{s\sqrt{2\pi}}\left[e^{-(x-d)^2/(2s^2)}+e^{-(x+d)^2/(2s^2)}\right],\qquad s^2=s_0^2+2Dt .
\]

Each term solves the diffusion equation, since it is a sheet solution that started earlier by \(s_0^2/(2D)\). The sum is even in \(x\), so its slope at the surface is zero. I take the starting profile to be this same expression at \(t=0\), which includes the very small image tail.

Because \(x^2\) is also even, integrating it over the two terms for \(x>0\) equals integrating it over one term along the whole line. That gives \(\langle x^2\rangle=d^2+s^2\). The rms depth therefore grows from \(\sqrt{900+100}\approx31.6\) nm to

\[
\sqrt{d^2+s_0^2+2Dt}=\sqrt{900+100+4000}\approx70.7\ \text{nm}.
\]

**What the melt front changes**

First hold the liquid at a fixed thickness \(h=200\) nm for the full 100 ns, with no diffusion into the solid. The lower edge reflects, so \(c'(h)=0\), but the term \(-2D[xc]\) survives there:

\[
\frac{d\langle x^2\rangle}{dt}=2D\left[1-\frac{h\,c(h,t)}{N}\right].
\]

Growth slows once dopant reaches the lower edge. In your case little gets that far. The numerical solution gives an rms depth of 70.2 nm, about half a nanometre below the deep-melt value.

The motion of the front matters much more. At depth \(x\) in nm, melting arrives at \(0.1x\) ns and refreezing at \(100-0.4x\) ns. The material is therefore liquid for \(100-0.5x\) ns, which is 85 ns at your layer's centre. Using that time in the deep-melt formula gives

\[
\sqrt{900+100+2\times20\times85}\approx66\ \text{nm}.
\]

This is still too large. Suppose the solid takes up dopant at the same concentration as the adjacent liquid. Then nothing is rejected at the freezing front, and the slope of \(c\) on its liquid side is zero. The frozen part of the profile no longer changes. Because \(c\) is continuous at the front, the terms from the moving boundary cancel between liquid and solid. During refreezing,

\[
\frac{d\langle x^2\rangle}{dt}=\frac{2D}{N}\left[N_{\rm liq}-h(t)\,c(h,t)\right],
\]

where \(N_{\rm liq}\) is the dose still in the liquid. Dopant that has travelled deep freezes first and drops out of \(N_{\rm liq}\), and the front also limits the spread of what remains. The 85 ns estimate misses both effects, because it gives all the dopant the liquid time of the layer's original centre. The second effect is the larger. The dopant still spends about 78 ns in liquid on average, only 7 ns less than 85 ns, while the term \(h\,c(h)\) removes the equivalent of about 19 ns during refreezing. The same term removes about 3 ns more while the front moves in.

A numerical solution with your front motion gives an rms depth of 57 nm. The layer, \(D\), the greatest melt depth and the surface melt time are the same as in the fixed-thickness case, so the drop from 70 nm comes from the front's motion. Expressed as time in an ideal deep melt, the result corresponds to

\[
t_{\rm eff}=\frac{56.9^2-31.6^2}{2\times20}\approx56\ \text{ns}.
\]

**If the solid rejects some dopant**

Let the solid take up \(k\) times the liquid concentration at the front, with \(k<1\). The front freezes at \(v=200/80=2.5\) nm/ns, which is 2.5 m/s. Measure \(z\) from the front into the liquid. In the frame of the front, liquid approaches at speed \(v\), so a steady profile obeys \(Dc''+vc'=0\), with primes now meaning \(d/dz\). Its solution is \(c=c_0+A\,e^{-vz/D}\), where \(c_0\) is the concentration far ahead.

The flux reaching the front must equal the uptake by the solid:

\[
Dc'(0)+vc(0)=vk\,c(0)\quad\Rightarrow\quad Dc'(0)=-v(1-k)c(0).
\]

Inserting the solution gives \(-vA=-v(1-k)(c_0+A)\), so \(kA=(1-k)c_0\) and \(A=c_0(1-k)/k\). Integrating the excess \(A\,e^{-vz/D}\) over \(z\) gives the dopant contained in a melt thickness

\[
\frac{1-k}{k}\,\frac{D}{v}=\frac{0.2}{0.8}\times8\ \text{nm}=2\ \text{nm}
\]

for \(k=0.8\). This excess is pushed towards the surface. Your melt is neither uniform nor steady, so the figure indicates only the size of the effect; with your front motion, \(k=0.8\) lowers the rms depth from 56.9 to about 55.7 nm. The steady excess grows as \((1-k)/k\), but this scaling fails for small \(k\): at \(k=0.01\) it would give 792 nm, more than your whole melt contains, so the steady profile cannot form before the melt has refrozen. Segregation is then no minor correction and has to be included in the moving-front calculation: \(k=0.3\) gives an rms depth of about 48 nm and \(k=0.1\) about 35 nm. The \(k\) to use is the value at the actual freezing speed. At metres per second, solute trapping raises it above the tabulated equilibrium value.

**Comparison with real laser melting**

These values lie in the rough regime of nanosecond laser melting of doped silicon, although they do not describe a particular process. As long as segregation is weak (\(k\) near 1), the moving front changes the deep-melt estimate most, taking the rms depth from 71 to 57 nm; at \(k=0.1\) or below, segregation is the larger effect. Diffusion in the hot solid is negligible for common substitutional dopants: a rough diffusivity of \(10^{-10}\) cm²/s gives 0.045 nm in 100 ns.

Liquid silicon is denser than the solid by a factor of roughly 1.1. With the lateral dimensions fixed, conservation of mass stretches depths by that factor on freezing, so the ideal 63 nm becomes about 70 nm in the refrozen solid. The buried-layer values given here leave this out. With layer and front depths read as solid depths, it raises the moving-front rms depth from 57 to about 60 nm and the standard deviation from 32 to about 33 nm. Flow in the melt and changes of \(D\) with temperature during the pulse are not included in any of these numbers.

For a thin sheet several \(\sigma\) below the surface, use \(\sqrt{2Dt}\), with \(t\) the time the liquid lasts at the depth of the sheet. A freezing front passing at 2.5 m/s with \(k=1\) then changes \(\sigma\) by only about 2% for \(t=100\) ns and shifts the mean towards the surface by \(D/v=8\) nm. For your buried layer, the front has to be followed, because both the surface melt time and the average time the dopant spends in liquid overstate the spread.

The rms depths given for that layer are measured from the surface, so they include its mean depth. The standard deviation about the mean, which is the quantity you asked for, is smaller: about 42 nm in the deep melt and about 32 nm with the moving front. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
Liquid diffusivity D: 2.0e-04 cm2/s
Same D, converted: 20.0 nm2/ns
Liquid time t: 100 ns
Added variance 2Dt: 4000 nm2
Standard deviation sqrt(2Dt): 63.25 nm
Length sqrt(Dt): 44.7 nm
Length 2 sqrt(Dt): 89.4 nm
Full width at half maximum: 148.9 nm
Dose fraction within one sigma: 0.683
Sigma if D is halved: 44.7 nm
Sigma if D is doubled: 89.4 nm
Two-box start, std before: 40.40 nm
Two-box start, std after: 75.05 nm
Two-box start, variance gain: 4000.0 nm2
Surface sheet, mean depth: 50.5 nm
Surface sheet, std about mean: 38.1 nm
Layer centre: 30 nm
Layer width parameter: 10 nm
Layer initial rms depth: 31.6 nm
Final Gaussian width parameter: 64.0 nm
Final rms depth, formula: 70.71 nm
Final rms depth, deep melt numerical: 70.71 nm
Largest profile error / peak: 1.1e-04
Maximum melt depth: 200 nm
Melt-in time: 20 ns
Refreezing time: 80 ns
Freezing speed: 2.5 nm/ns (= m/s)
Final rms depth, fixed finite melt: 70.25 nm
Final rms depth, moving melt front: 56.9 nm
Change on doubling cell and step: 0.018 nm
Liquid time at layer centre: 85 ns
Rms depth using that time: 66.3 nm
Effective time of moving melt: 56.0 ns
Rough partition coefficient k: 0.8
Pile-up decay length D/v: 8.0 nm
Pile-up excess as melt thickness: 2.00 nm
Rough hot-solid diffusivity: 1e-10 cm2/s
Solid diffusion sigma in same time: 0.045 nm
Rough liquid/solid density ratio: 1.1
Sigma after expansion on freezing: 69.6 nm
```
